# Why an attractive contact potential makes the donor variational energy collapse

A donor electron with silicon-like parameters and an attractive point potential at the ion has a variational energy of −0.035 eV when its trial radius is 15.7 Å. If the same trial function is squeezed to a radius of 0.1 Å, the energy becomes −30,573 eV. The first value looks like a shallow donor level, yet the second is far lower, and still smaller radii give lower energies again. The cause is the power of the radius with which each part of the energy grows.

## The model and the claim

The envelope function of the electron, in a single valley with isotropic effective mass \(m\), obeys in atomic units the Hamiltonian
\[
H=-\frac{\nabla^2}{2m}-\frac{1}{\varepsilon r}-U\,\delta^3(\mathbf r),\qquad U>0 .
\]
Here \(\varepsilon\) is the dielectric constant. The contact term stands for the short-range part of the donor potential, the central cell. Its strength \(U\) is an energy times a volume and is held fixed.

The claim is that the expectation value of \(H\) in the normalized hydrogenic function of radius \(a\) tends to \(-\infty\) as \(a\to0\), for every \(U>0\).

The example uses the rough values \(m=0.30\) and \(\varepsilon=11.7\), and a chosen strength \(U=100\) eV Å³.

## First derivation: direct integration

Take \(\psi(r)=Ne^{-r/a}\). All the integrals needed have the form \(\int_0^\infty r^n e^{-\beta r}dr=n!/\beta^{n+1}\), with \(\beta=2/a\). Normalization requires
\[
1=4\pi N^2\int_0^\infty r^2e^{-2r/a}dr=4\pi N^2\,\frac{2a^3}{8}=\pi a^3N^2 ,
\]
so \(N^2=1/(\pi a^3)\).

**Kinetic energy.** Integration by parts turns \(-\int\psi\nabla^2\psi\) into \(\int|\nabla\psi|^2\). The surface term vanishes at infinity because \(\psi\) decays, and at the origin because the area of a small sphere goes to zero while \(\psi\psi'\) stays finite. Since \(\psi'=-\psi/a\),
\[
\langle T\rangle=\frac{1}{2m}\int|\nabla\psi|^2d^3r=\frac{1}{2ma^2}\int\psi^2d^3r=\frac{1}{2ma^2}.
\]

**Coulomb energy.** The factor \(1/r\) removes one power of \(r\):
\[
-\frac1\varepsilon\,\frac{4\pi}{\pi a^3}\int_0^\infty r\,e^{-2r/a}dr
=-\frac{4}{\varepsilon a^3}\,\frac{a^2}{4}=-\frac{1}{\varepsilon a}.
\]

**Contact energy.** The delta function picks out the density at the origin, \(-U\psi(0)^2=-U/(\pi a^3)\).

The sum is
\[
E(a)=\frac{A}{a^2}-\frac{B}{a}-\frac{C}{a^3},\qquad
A=\frac1{2m},\quad B=\frac1\varepsilon,\quad C=\frac U\pi .
\]

To prove the limit, choose \(a\le C/(2A)\). Then \(A\le C/(2a)\), hence \(A/a^2\le C/(2a^3)\). The Coulomb term is negative and may be dropped from an upper bound, which leaves
\[
E(a)\le\frac{C}{2a^3}-\frac{C}{a^3}=-\frac{C}{2a^3}.
\]
Given any \(M>0\), the energy is below \(-M\) once \(a\) is also smaller than \((C/2M)^{1/3}\). No lower bound exists, and \(U\) needs no minimum size.

In the example \(A=12.70\) eV Å², \(B=1.231\) eV Å and \(C=31.83\) eV Å³. At \(a=1\) Å the three terms are \(12.70-1.23-31.83=-20.36\) eV. Reducing \(U\) a hundredfold, to 1 eV Å³, only moves the collapse to smaller radii: at \(a=0.01\) Å the energy is \(-1.9\times10^5\) eV.

## The local minimum that hides the collapse

At large radii the energy can still look like that of an ordinary donor. Differentiating,
\[
\frac{dE}{da}=-\frac{2A}{a^3}+\frac{B}{a^2}+\frac{3C}{a^4}
=\frac{Ba^2-2Aa+3C}{a^4},
\]
which vanishes at
\[
a_\pm=\frac{A\pm\sqrt{A^2-3BC}}{B}.
\]
When the roots are real and distinct, the slope is negative between them and positive outside. Thus \(a_+\) is a local minimum and \(a_-\) a local maximum. Here \(A^2-3BC=161.3-117.5=43.8\) eV² Å⁴, whose square root is 6.62 eV Å². This gives
\[
a_+=\frac{12.70+6.62}{1.231}\approx15.7\ \text{Å},\qquad
a_-=\frac{12.70-6.62}{1.231}\approx4.9\ \text{Å},
\]
with energies −0.0351 eV and +0.0072 eV. A numerical search that starts near the hydrogenic radius, 20.6 Å (2.06 nm), and goes downhill will stop at \(a_+\). That energy is a stationary value within the trial family, and no estimate of a ground-state energy, because this \(H\) has none.

The radius \(a_x\) below which the collapsing branch lies under the local minimum \(E_+=E(a_+)\) follows from a cubic. As \(E_+<0\) here,
\[
a^3[E(a)-E_+]=|E_+|a^3-Ba^2+Aa-C .
\]
This has a double root at \(a_+\), so it equals \(|E_+|(a-a_+)^2(a-a_x)\). Comparing the constant terms gives \(C=|E_+|a_+^2a_x\), and
\[
a_x=\frac{C}{|E_+|a_+^2}=\frac{31.83}{0.0351\times15.69^2}\approx3.7\ \text{Å}.
\]

The two stationary points merge when \(A^2=3BC\), that is, at
\[
U_c=\frac{\pi A^2}{3B}=\frac{\pi\varepsilon}{12m^2},
\]
which is 137 eV Å³ (34.0 atomic units). For larger \(U\) the energy falls steadily as the radius shrinks, and no local minimum remains. At \(U_c\) one has \(a=A/B\) and \(C=A^2/(3B)\), so
\[
E_c=\frac{B^2}{A}-\frac{B^2}{A}-\frac{A^2}{3B}\,\frac{B^3}{A^3}=-\frac{B^2}{3A}.
\]
Without the contact term the minimum is at \(a=2A/B\), with energy \(B^2/(4A)-B^2/(2A)=-B^2/(4A)\). The ratio is 4/3. Because \(E\) is stationary at \(a_+\), a small change of \(C\) changes \(E_+\) at the rate \(-1/a_+^3\). The minimum therefore deepens steadily until it disappears, and its binding stays below 4/3 of the hydrogenic value. In the example the hydrogenic energy is −0.0298 eV and the limit is −0.0398 eV.

## Second derivation: scaling an arbitrary function

The collapse can be obtained without choosing an exponential or evaluating an integral. Let \(\varphi(\mathbf r)\) be any normalized function, continuous at the origin with \(\varphi(0)\ne0\), whose kinetic and Coulomb averages are finite. Compress it by a factor \(\lambda\):
\[
\varphi_\lambda(\mathbf r)=\lambda^{3/2}\varphi(\lambda\mathbf r).
\]
With \(\mathbf s=\lambda\mathbf r\), the volume element is \(d^3r=\lambda^{-3}d^3s\). This cancels the \(\lambda^3\) in \(|\varphi_\lambda|^2\), so the norm stays equal to one.

Each gradient brings down a factor \(\lambda\), so the kinetic energy becomes \(\lambda^2T\), where \(T>0\) is its value at \(\lambda=1\). In the Coulomb term \(1/r=\lambda/s\), so it becomes \(-\lambda W\), with \(W>0\). The contact term involves no integration that could cancel the normalization factor, and it becomes \(-\lambda^3K\), with \(K=U|\varphi(0)|^2>0\). Hence
\[
E(\lambda)=\lambda^2T-\lambda W-\lambda^3K .
\]
For \(\lambda\ge2T/K\) the kinetic term is at most \(\lambda^3K/2\), and so
\[
E(\lambda)\le-\tfrac12\lambda^3K\to-\infty .
\]
Choosing \(\varphi=e^{-r}/\sqrt\pi\) and \(\lambda=1/a\) gives \(T=A\), \(W=B\), \(K=C\) and returns the hydrogenic result.

This shows where the three dimensions enter. In \(d\) dimensions normalization makes the density at a point grow as \(\lambda^d\), while the kinetic energy grows as \(\lambda^2\). For \(d=3\) the contact attraction wins. For \(d=1\) the kinetic energy wins over the contact term, which therefore causes no such collapse. This comparison leaves out the Coulomb term, because the average of \(1/|x|\) diverges in one dimension when \(\varphi(0)\ne0\).

An anisotropic mass does not help either. With masses \(m_t\) across the valley axis and \(m_l\) along it,
\[
T=\frac12\int\left[\frac{|\partial_x\varphi|^2+|\partial_y\varphi|^2}{m_t}+\frac{|\partial_z\varphi|^2}{m_l}\right]d^3r ,
\]
and every term still acquires \(\lambda^2\).

## What each derivation assumes

Both derivations assume a potential of zero range, a strength \(U\) that does not depend on the trial radius, and a kinetic energy quadratic in momentum at all momenta. A well of fixed finite range and depth removes the collapse, and so does a strength that shrinks faster than in proportion to the trial radius. A kinetic energy that grows more slowly than the square of the momentum, as in a nonparabolic dispersion extended to unlimited momenta, does not remove it: the contact term then wins even more easily. If the kinetic energy alone is changed, it must grow faster at large momenta to stop the collapse; growth as the fourth power is enough. A limit on the momenta also stops it. If the envelope is built from plane waves in a single Brillouin zone, the density at the ion is at most \(1/\Omega\), with \(\Omega\) the primitive cell volume. The contact energy then cannot fall below \(-U/\Omega\), about −2.5 eV for silicon's 40 Å³ and the \(U\) of the example.

The direct calculation also assumes an isotropic mass and an exponential envelope. In return it gives actual radii and energies, including the local minimum. The scaling argument needs only a finite kinetic and Coulomb energy and a non-zero amplitude at the ion. It shows that a better trial shape cannot cure the collapse, but it gives no numbers until \(T\), \(W\) and \(K\) are known.

The condition \(\varphi(0)\ne0\) matters in a multivalley crystal. Let six valleys have equal envelopes \(F\) with amplitudes \(\alpha_j\), where \(\sum_j|\alpha_j|^2=1\), and let the point potential couple every pair of valleys, and each valley to itself, with the same strength \(u\). The contact energy is then
\[
-u\,|F(0)|^2\,\Big|\sum_{j=1}^{6}\alpha_j\Big|^2 .
\]
In the symmetric combination all \(\alpha_j=1/\sqrt6\), the squared sum is 6, and the effective strength is \(U=6u\). The five combinations orthogonal to it have \(\sum_j\alpha_j=0\) and feel no contact energy, so compressing their common envelope does not lower the energy without limit. The factor 6 belongs to a point potential. For plane-wave valley states and a Gaussian core potential proportional to \(e^{-r^2/(2w^2)}\) with \(w=0.5\) Å it falls to 4.76, because the couplings between different valleys weaken.

## Restoring a finite range

Replace the contact term by a spherical well of radius \(b\) and depth \(V_0=3U/(4\pi b^3)\), which has the same volume integral \(U\). The fraction of the hydrogenic density inside the well is, with \(t=r/a\) and \(x=b/a\),
\[
P(x)=4\int_0^x t^2e^{-2t}dt=1-e^{-2x}(1+2x+2x^2).
\]
The antiderivative used is \(-e^{-2t}(1+2t+2t^2)\), whose derivative is \(4t^2e^{-2t}\). The trial energy is now
\[
E_b(a)=\frac{A}{a^2}-\frac Ba-V_0P(b/a).
\]

The result depends on which length goes to zero first. At fixed \(b\), \(P\le1\), so the well contributes at most \(-V_0\) and \(E_b(a)\to+\infty\) as \(a\to0\). More generally, no state can have an energy below the hydrogenic ground energy minus \(V_0\). At fixed \(a\), letting \(b\to0\) gives \(P\approx4x^3/3\), so \(V_0P\to U/(\pi a^3)\) and the contact result returns.

The second limit shows that the collapse is no artefact of the trial function. For any \(M\), choose \(a\) with \(E(a)<-M\). For small enough \(b\), \(E_b(a)<-M\) too, and the true ground energy of the well problem lies no higher. It therefore falls without limit as \(b\to0\) at fixed \(U\).

The deep state appears near the range at which the well can bind without the Coulomb attraction. At zero energy the radial function \(r\psi\) is \(\sin kr\) inside, with \(k^2=2mV_0\), and constant outside at threshold. Matching slopes requires \(kb=\pi/2\), so
\[
2mV_0b^2=\frac{3mU}{2\pi b}=\frac{\pi^2}{4}
\quad\Rightarrow\quad b=\frac{6mU}{\pi^3},
\]
which is 0.76 Å in the example. Numerical solution of the radial equation with the Coulomb term included, at fixed \(U=100\) eV Å³, gives:

| \(b\) (Å) | \(V_0\) (eV) | ground energy (eV) | best trial (eV) |
|---|---|---|---|
| 2.0 | 2.98 | −0.0362 | −0.0339 |
| 1.0 | 23.9 | −0.0623 | −0.0344 |
| 0.5 | 191 | −18.1 | −13.5 |
| 0.2 | 2984 | −1322 | −1065 |
| 0.1 | 23,873 | −15,825 | −13,334 |

Between 1.0 and 0.5 Å the ground energy changes from hundredths of an electronvolt to tens. At 1.0 Å the trial function recovers little more than half of the binding, so its energy there is only a rough upper bound.

If \(U\) is instead reduced in proportion to \(b\), the product \(V_0b^2\) stays constant and the well need not cross its binding threshold. Held below that threshold, the well loses its effect as \(b\to0\) and the energy returns to the hydrogenic value: with \(U=100\) eV Å³ \(\times\,(b/1\,\text{Å})\) the ground energy is −0.0316 eV at \(b=0.1\) Å and −0.0300 eV at \(b=0.01\) Å. A point interaction survives the limit only if \(V_0b^2\) is tuned to a binding threshold, and that is a different model.

## Reading the example against a real donor

The mass and dielectric constant are roughly typical of a shallow donor in silicon, while \(U\) was chosen for illustration. The phosphorus level lies at roughly 0.045 eV below the conduction band, deeper than the 0.040 eV that the local minimum can approach. Within this trial family, no contact strength gives a local minimum that deep. Mass anisotropy does not change this conclusion: with rough masses 0.92 and 0.19, an ellipsoidal trial function gives −0.0296 eV without the contact term, and 4/3 of that is −0.0395 eV. The factor 4/3 carries over because every fixed shape has an energy with the same three powers of \(\lambda\), and no ellipsoidal shape has a lower energy without the contact term than the optimized one. For the optimized shape, held fixed, the critical strength is 128 eV Å³.

The collapse also lies outside the range of effective-mass theory. For the hydrogenic function \(\langle k^2\rangle=\int|\nabla\psi|^2d^3r=1/a^2\), so a small radius means large momenta. With the valley at 0.85 of the way to the zone face, the nearest face is 0.174 Å⁻¹ away, the inverse of 5.8 Å. The weight at momenta larger than this distance, measured from the valley centre, is, for the isotropic function, about 1% at the local minimum, 39% at the maximum and 60% at \(a_x\); at the ellipsoidal local minimum for the same \(U\) it is about 2%. By the time the collapsing branch wins, most of the state lies at momenta that are not small compared with the distance to the zone face, and the expansion about the valley centre can no longer be relied on.

Another assumption that fails in the real crystal is full dielectric screening right up to the ion. Suppose that screening is lost over an assumed length \(s=1\) Å, which adds the attraction \(-(1-1/\varepsilon)e^{-r/s}/r\). Its average in the hydrogenic function is
\[
-\Big(1-\frac1\varepsilon\Big)\frac4{a^3}\int_0^\infty r\,e^{-(2/a+1/s)r}dr
=-\Big(1-\frac1\varepsilon\Big)\frac{4}{a^3(2/a+1/s)^2}.
\]
At the fixed radius 15.7 Å this is −0.011 eV, larger in size than the contact energy there, \(-31.83/15.69^3=-0.008\) eV. The strength of this correction, integrated over volume, is \(4\pi(1-1/\varepsilon)s^2\), or 165.5 eV Å³, which exceeds \(U_c\). Replaced by a contact term, it would remove the local minimum altogether. In its actual form it is no more singular than \(1/r\), so under compression it grows no faster than \(\lambda\) and cannot cause a collapse by itself. Added to the contact term of the example, however, it too removes the local minimum of the trial energy at the assumed \(s=1\) Å. With \(s=0.5\) Å the minimum survives.

Finally, the thermal energy at 300 K is 0.026 eV, comparable with the binding at the local minimum. The calculation concerns the position of a level and says nothing about its occupation at that temperature. The remaining digits are in the numerical output below.

## Calculated quantities

```
inputs (rough): m = 0.30, eps = 11.7
inputs (rough): m_long = 0.92, m_trans = 0.19
inputs (rough): lattice constant = 5.43 angstrom
inputs (rough): valley at 0.85 of Gamma-X
chosen contact strength U = 100.0 eV angstrom^3
hydrogenic radius = 20.64 angstrom = 2.064 nm
hydrogenic energy = -0.02982 eV
A = 12.700 eV angstrom^2
B = 1.2307 eV angstrom
C = 31.831 eV angstrom^3
critical U = 137.2 eV angstrom^3 = 34.03 a.u.
radius at critical U = 10.32 angstrom
energy at critical U = -0.03976 eV
ratio to hydrogenic energy = 1.3333
phosphorus level, rough measured size = -0.045 eV
local minimum: a = 15.69 angstrom, E = -0.03509 eV
local maximum: a = 4.94 angstrom, E = 0.00724 eV
collapse branch below minimum for a < 3.68 angstrom
a (angstrom): kinetic, Coulomb, contact, total (eV)
  20.0: 0.0317, -0.0615, -0.0040, -0.0338
  10.0: 0.1270, -0.1231, -0.0318, -0.0279
   5.0: 0.5080, -0.2461, -0.2546, 0.0072
   2.0: 3.1750, -0.6154, -3.9789, -1.4193
   1.0: 12.6999, -1.2307, -31.8310, -20.3618
   0.5: 50.7998, -2.4615, -254.6479, -206.3096
   0.1: 1269.9940, -12.3074, -31830.9886, -30573.3020
weak U = 1.0 eV angstrom^3, a = 0.01 angstrom: E = -1.914e+05 eV
well alone binds for b < 0.762 angstrom
b (angstrom): depth, ground energy, best trial energy (eV)
  2.0: 2.9842, -0.036161, -0.033889
  1.0: 23.873, -0.062309, -0.034414
  0.5: 190.99, -18.085, -13.499
  0.2: 2984.2, -1321.7, -1065.1
  0.1: 23873, -15825, -13334
valley factor, point potential = 6.000
valley factor, Gaussian width 0.5 angstrom = 4.757
distance valley to zone face = 0.1736 1/angstrom
inverse of that distance = 5.76 angstrom
momentum weight beyond face, at minimum = 0.95 %
momentum weight beyond face, at maximum = 39.1 %
momentum weight beyond face, at crossing = 60.1 %
anisotropic radii = 24.36, 13.97 angstrom
anisotropic energy without contact = -0.02961 eV
anisotropic 4/3 limit = -0.03948 eV
anisotropic critical U, fixed shape = 128.5 eV angstrom^3
assumed screening length = 1.0 angstrom
unscreened part, volume integral = 165.5 eV angstrom^3
unscreened part, energy at minimum = -0.01072 eV
thermal energy at 300 K = 0.02585 eV
```
